# Why weak priming shortens later crystallization without visible crystals

## Definitions and conventions

Consider an amorphous cell of volume $V$ containing $N_0$ atoms. A cluster is a crystalline region of $n$ atoms, and $N_n(t)$ is the expected number of such clusters per cell. Clusters are spherical and independent, and they change by one atom at a time: size $n$ gains an atom at rate $f_n$ and loses one at rate $b_n$.

A cluster that reaches size $M$ is counted as a visible crystal and leaves the population, so $N_M=0$. The expected number counted since the start of the main, crystallizing pulse is $Q(t)$. The value of $M$ is a convention about detection and must lie well above the critical size. A larger $M$ lengthens the delays with and without priming, but hardly changes their difference. Size $n=1$ is a reservoir held at its equilibrium value. The temperature is uniform and constant during the main pulse.

With atomic volume $v$ and interface energy $\sigma$ per area, a cluster of radius $R$ has $nv=4\pi R^3/3$, hence area $4\pi R^2=A_1n^{2/3}$ with $A_1=(36\pi)^{1/3}v^{2/3}$. The work of forming it is

$$G_n=\sigma A_1n^{2/3}-n\,\Delta\mu(T),$$

where $\Delta\mu>0$ is the energy gained per crystallized atom. Setting $dG_n/dn=0$ gives $\tfrac23\sigma A_1n^{-1/3}=\Delta\mu$, so the critical size and barrier are

$$n^*=\left(\frac{2\sigma A_1}{3\Delta\mu}\right)^3,\qquad G^*=\tfrac13\sigma A_1 (n^*)^{2/3}.$$

"Subcritical" below means $n<n^*$ at the temperature of the main pulse. The qualification matters, because $n^*$ is smaller at a cooler priming temperature.

## What happens

After a quench, the glass has few clusters near the critical size. When the main pulse begins, the population must first build up size by size, and this causes the incubation delay. A weak earlier pulse does part of the building. Its clusters are too small to be seen, and most would dissolve if followed individually, but there are enough of them for some to grow through.

The useful measure of a cluster is therefore its commitment probability $P_n$: the chance, at the main-pulse temperature, that it reaches $M$ before shrinking to $n=1$. By definition $P_1=0$ and $P_M=1$.

## Why: the population balance

The net flux from $n$ to $n+1$ is $J_n=f_nN_n-b_{n+1}N_{n+1}$, and

$$\frac{dN_n}{dt}=J_{n-1}-J_n,\qquad \frac{dQ}{dt}=J_{M-1}.$$

The equilibrium populations are $N_n^{\rm eq}=N_0e^{-G_n/k_BT}$. No net flux may flow in equilibrium, so $b_{n+1}N^{\rm eq}_{n+1}=f_nN^{\rm eq}_n$. With $y_n=N_n/N_n^{\rm eq}$ this turns the flux into

$$J_n=f_nN_n^{\rm eq}(y_n-y_{n+1}).$$

In the steady state every $J_n$ equals one value $J$. Dividing by $f_nN_n^{\rm eq}$ and summing from $1$ to $M-1$, with $y_1=1$ and $y_M=0$, gives

$$\frac1J=\sum_{n=1}^{M-1}\frac{1}{f_nN_n^{\rm eq}}.$$

For the commitment probability, consider the next event. It is a gain with probability $f_n/(f_n+b_n)$ and a loss otherwise, so $(f_n+b_n)P_n=f_nP_{n+1}+b_nP_{n-1}$, or

$$f_n(P_{n+1}-P_n)=b_n(P_n-P_{n-1}).$$

Multiply by $N_n^{\rm eq}$ and replace $b_nN_n^{\rm eq}$ by $f_{n-1}N_{n-1}^{\rm eq}$. The quantity $f_nN_n^{\rm eq}(P_{n+1}-P_n)$ is then the same for all $n$. Since the differences $P_{n+1}-P_n$ add up to $1$, the constant is the $J$ just found:

$$P_{n+1}-P_n=\frac{J}{f_nN_n^{\rm eq}},\qquad P_n=J\sum_{j=1}^{n-1}\frac1{f_jN_j^{\rm eq}}.$$

Summing the steady flux from $1$ to $n-1$ gives $1-y_n=P_n$, so the steady population is $N_n^{\rm ss}=N_n^{\rm eq}(1-P_n)$.

Now define the committed stock $W(t)=\sum_{n=2}^{M-1}P_nN_n(t)$, the expected number of present clusters that will eventually become visible. Its rate of change is $\sum P_n(J_{n-1}-J_n)$. Shifting the index in the first term, and using $P_1=0$ and $P_M=1$,

$$\frac{dW}{dt}=\sum_{n=1}^{M-1}(P_{n+1}-P_n)J_n-J_{M-1}.$$

In the sum, insert both expressions above. The factors $f_nN_n^{\rm eq}$ cancel and leave $J\sum(y_n-y_{n+1})=J(y_1-y_M)=J$. Hence $dW/dt=J-dQ/dt$, and integration from $Q(0)=0$ yields

$$Q(t)=Jt+W(0)-W(t).$$

Within the model this holds at every time. At late times $W(t)$ tends to $W^{\rm ss}$, and

$$Q(t)\to J(t-\theta),\qquad \theta=\frac{W^{\rm ss}-W(0)}{J}.$$

Priming changes $W(0)$ and leaves $J$ alone. If it changes the initial populations by $\Delta N_n$, the delay falls by

$$\Delta\theta=\frac1J\sum_{n=2}^{M-1}P_n\,\Delta N_n.$$

Three limits follow. A very small cluster barely counts, because its $P_n$ is tiny; only a great number of them would matter. A population already equal to the steady one has $\theta=0$. A larger stock makes $\theta$ negative: once its clusters have grown, visible crystals appear for a while faster than at the steady rate, and the late-time line extrapolates to zero before the pulse began.

## How large: a 30 nm cell

The parameters are rough, round values in the regime of chalcogenide phase-change memory and describe no particular alloy. They are $V=(30\ \text{nm})^3$, $v=0.03\ \text{nm}^3$, $\sigma=0.36\ \text{eV/nm}^2$, heat of fusion $h=0.12$ eV/atom and melting temperature $T_m=900$ K. The driving energy is approximated by

$$\Delta\mu=h\,\frac{T_m-T}{T_m}\,\frac{2T}{T_m+T}.$$

The attachment rate is $f_n=4k\,n^{2/3}$, proportional to the surface. The jump rate $k$ is 1.0 /ns at 650 K, with an activation energy of 0.9 eV, which gives 0.144 /ns at 580 K. A visible crystal has $M=200$ atoms and a diameter of 2.25 nm.

At the main temperature, 650 K, $\Delta\mu=0.0280$ eV and $\sigma A_1=0.36\times0.467=0.168$ eV. Thus $n^*\approx(2\times0.168/(3\times0.0280))^3\approx64$ atoms, a diameter of 1.55 nm, and the barrier is $16.1\,k_BT$. At the priming temperature, 580 K, $n^*$ is 38 atoms and the barrier is $12.6\,k_BT$. The cooler pulse favours larger clusters but builds them slowly.

The cell starts as a liquid in equilibrium at 900 K and cools to 300 K at 100 K/ns. It is then primed for 15.5 ns. This is the longest pulse, in steps of 0.5 ns, that adds no more than 0.2 clusters above the 650 K critical size. The population equations were integrated with matrix exponentials, the quench being divided into 10 K steps. Temperature changes at the start and end of priming and at the start of the main pulse are taken as instantaneous; with ramps of 100 K/ns, the delays below, counted from the moment 650 K is reached, would be shorter by about 0.6 ns without priming and 2.2 ns with it. The clusters per cell are:

| $n$ | quenched | primed | steady, 650 K | $P_n$ |
|---|---|---|---|---|
| 10 | 124 | 119 | 118 | 0.00010 |
| 20 | 3.6 | 8.0 | 4.9 | 0.0030 |
| 30 | 0.26 | 1.47 | 0.73 | 0.024 |
| 40 | 0.030 | 0.37 | 0.22 | 0.094 |
| 50 | 0.0046 | 0.105 | 0.097 | 0.23 |
| 60 | 0.0009 | 0.033 | 0.055 | 0.43 |
| 80 | 0.00004 | 0.0038 | 0.027 | 0.79 |

At $n=40$ priming adds about 0.34 clusters, each with a 9.4 % chance of growing through, a contribution of $0.34\times0.094\approx0.032$ to the stock. At $n=20$ the contribution is 0.013, and at $n=80$ it is 0.003. Small clusters are too unlikely to survive and large ones too rare, so among the listed sizes the largest contribution comes from the middle.

Summed over all sizes, $W$ is 0.372 in the quenched glass, 1.588 after priming and 2.757 in the steady state. With $J=0.1219$ /ns per cell,

$$\theta_{\rm quenched}=\frac{2.757-0.372}{0.1219}\approx19.6\ \text{ns},\qquad
\theta_{\rm primed}=\frac{2.757-1.588}{0.1219}\approx9.6\ \text{ns}.$$

Priming removes 10.0 ns, or 51 % of the delay. Yet the primed cell contains on average only $3\times10^{-6}$ visible crystals, and 0.19 clusters above the critical size. Taking away the supercritical clusters that priming added raises the delay only to 10.6 ns, so subcritical clusters supply 90 % of the gain. More than half of that share, 49 % of the whole gain, comes from clusters of 38 to 64 atoms, which were supercritical during priming and became subcritical when the temperature rose. Clusters below 38 atoms, subcritical at both temperatures, supply 40 %.

## What the shorter delay does to crystallization

The delay $\theta$ is a late-time intercept, not the time of the first crystal. For that time, suppose the initial cluster numbers are Poisson distributed and new clusters leave the reservoir at random. Since clusters are independent, each is either counted by time $t$ or not, regardless of the others. The count is then also Poisson distributed, and the probability of no visible crystal is $e^{-Q(t)}$. The median first-crystal time satisfies $Q=\ln2$. It falls from 23.7 to 16.0 ns. This saving of 7.7 ns need not equal $\Delta\theta$, because the populations are still settling.

Filling the material also requires growth. From $dG_n/dn=2\sigma v/R-\Delta\mu$ and detailed balance, a large cluster has $b_n\approx f_n\exp[-(\Delta\mu-2\sigma v/R)/k_BT]$. Since $dR/dt=(f_n-b_n)\,v/(4\pi R^2)$ and $4\pi R^2=A_1n^{2/3}$,

$$\frac{dR}{dt}=\frac{4kv}{A_1}\left[1-e^{-(\Delta\mu-2\sigma v/R)/k_BT}\right].$$

For a flat front at 650 K this is 0.10 nm/ns, with or without priming.

In an extended medium, a point is still amorphous if no crystal born at an earlier time $t'$ has reached it. The expected number of births that would have reached it is

$$E(t)=\int_0^t\frac{1}{V}\frac{dQ}{dt'}\,\frac{4\pi}{3}R^3(t-t')\,dt',$$

where $R(s)$ is the radius a time $s$ after the crystal became visible. For randomly placed births the crystallized fraction is $X=1-e^{-E}$.

Suppose priming adds $\Delta W$ crystals early on. They raise $E$ by about $(4\pi/3V)\,\Delta W\,R^3(t)$. Without them $E$ rises at about $(4\pi/3V)\,J\,R^3(t-\theta)$ per unit time. When $t\gg\theta$ the two radii are nearly equal, and the time saved is about $\Delta W/J=\Delta\theta$.

Numerical integration gives half-crystallized times of 134.6 ns unprimed and 125.5 ns primed. The saving of 9.1 ns is 0.91 of $\Delta\theta$, but only 7 % of the total, because the whole unprimed delay is only about 15 % of it. Continued nucleation and growth take the rest. These times belong to an extended medium at the cell's nucleation density; in a 30 nm cell the boundaries would cut off growing crystals.

## When the gain is lost or overdone

Priming moves heating to an earlier time and need not reduce its total. Here 15.5 ns at 580 K saves 9.1 ns at 650 K, so the total heating time to half crystallization rises by 6.4 ns. The benefit is real if priming can take place while the cell is otherwise idle.

The same balance covers preheating at the main temperature itself. After a time $s$, $W(s)=W(0)+Js-Q(s)$, and therefore

$$\theta'=\theta-s+\frac{Q(s)}{J}.$$

While $Q(s)$ is negligible, each nanosecond of preheating removes one nanosecond of later delay. In the example 5 ns at 650 K lowers the delay from 19.6 to 14.6 ns.

An interruption clearly hotter than the main pulse can have the opposite effect. Holding the primed cell for 2 ns at 800 K, where the critical size is much larger, dissolves the added clusters. After a new quench at the same rate the delay is again 19.6 ns. Storage for 1000 ns at 300 K leaves it at 9.6 ns, but this rests on extrapolating the 0.9 eV jump rate into the cold glass and is no prediction of long-term retention.

Longer priming eventually leaves the invisible regime. Doubling the pulse to 31 ns gives 1.8 supercritical clusters per cell and $\theta=-14$ ns, still with only $8\times10^{-4}$ visible crystals. At 62 ns there are 12 supercritical clusters and 0.47 visible crystals per cell. Clusters of 38 or more atoms then hold only about 0.2 % of the atoms, but the cell can no longer be counted on to be free of visible crystals.

## The model beside a real cell

Chalcogenide memory cells have dimensions of tens of nanometres and crystallize in roughly nanoseconds to hundreds of nanoseconds, depending on material and design. The example lies within that range, towards its slow side. The model also assumes inert walls, and this can matter greatly. If crystals met the wall at a contact angle of 90°, a critical cluster would be a hemisphere with half the barrier. With about 6 % of the atoms at the walls, the wall rate would be roughly $0.06\,e^{16.1/2}$, or about 190 times the bulk rate. The balance would still apply to wall clusters, but with their own $P_n$, $J$ and populations, so the delays above could not be carried over.

The rate is also sensitive to the inputs. For a start without clusters, the delay is 22.6 ns. Raising $\sigma$ by 5 % changes it only to 23.0 ns but lowers $J$ from 0.122 to 0.010 /ns. Raising the main temperature by 20 K shortens it to 15.4 ns and lowers $J$ to 0.035 /ns. A shorter delay therefore does not imply faster nucleation. The priming gain depends strongly on the activation energy, which sets how slowly atoms move at 580 K. With $k$ held at 1.0 /ns at 650 K, the 15.5 ns pulse removes 10.0 ns of delay for 0.9 eV, but only 3.9 ns for 1.2 eV, 1.8 ns for 1.5 eV and 0.6 ns for 2.0 eV.

Other omissions are smaller for these numbers:

- Clusters of two or more atoms hold 12 % of all atoms in the steady state, and size 1 holds another 8 %. The fixed reservoir ignores this loss of amorphous atoms. If only atoms still amorphous counted as nucleation sites, $J$ would be about 17 % lower.
- With a thermal conductivity of 0.3 W/(m K) and a heat capacity of 1.3 MJ/(m³ K), the thermal lag is about 0.4 ns if two opposite sides are cooled and 1.6 ns if only one is; the latter is not small against a quench lasting 6 ns. Latent heat warms a flat growing front in the middle of the cell by about 1.6 K or 3.2 K in the two cases. A rise of 3 K would lower $J$ by about 15 %.
- A 0.3 V priming pulse gives 0.10 MV/cm. For a relative permittivity of 16, the field energy of a conducting cluster of 64 atoms is about $3\times10^{-4}$ eV, far below $k_BT\approx0.05$ eV. In this model the priming pulse acts only through its temperature, which is assumed and not derived from the voltage. For a film of conductivity $\sigma_e$ and thermal conductivity $\kappa$ between cold contacts, the peak temperature rise is $\sigma_eU^2/(8\kappa)$ at voltage $U$. Reaching 580 K from 300 K with 0.3 V would need about 7500 S/m, far more than amorphous chalcogenides normally have below threshold switching. The example therefore needs a separate heater or another source of heat, and does not by itself explain priming seen at such low voltages.

## What to do about it

If bulk nucleation controls the cell, choose a priming temperature at which atoms still move. It may lie below that of the main pulse, where the critical size is smaller. Which temperature removes more delay depends on the duration: in the example 650 K does so for a 15.5 ns pulse, but 580 K does so for a 31 ns pulse. The 15.5 ns pulse at 650 K, however, already leaves 1.4 supercritical clusters and 0.13 visible crystals per cell. Limited to 0.2 added supercritical clusters, it lasts about 5 ns and leaves a delay of 14.6 ns, against 9.6 ns at 580 K. The comparison also depends on the activation energy: for 1.2, 1.5 or 2.0 eV instead of 0.9 eV, 650 K removes more delay at both durations. Increase the duration until the later delay has fallen enough, and stop before supercritical clusters become common. Counting visible crystals alone is a late warning: in the example, the 31 ns pulse already over-primes the cell while almost none can be seen.

Keep the quench and the main pulse fixed when comparing priming pulses, since both affect the delay. Avoid intervals clearly hotter than the main pulse between priming and crystallization. If the delay is a small part of the total time, as it is here, removing it saves only that part. The rest depends on both the nucleation rate and the growth speed, and a change of the main temperature alters both. For a given main pulse, the committed stock $W(0)$ sets the late-time delay, but not by itself the time of the first crystal. In the example, 10 ns at 650 K gives nearly the same stock as 15.5 ns at 580 K, yet the median first-crystal time is 13.8 instead of 16.0 ns.

Numbers in the example were calculated in double precision.
